**Static-charge self-energy: mass shift and field renormalization**

The program tests the self-energy \(\Sigma(-E)\) of a static charge at energy \(E\) below threshold, where \(\Lambda\) is the photon cutoff, \(\xi\) the gauge parameter and \(\alpha\) the fine-structure constant. The result has a gauge-independent mass shift \(\delta m\), linear in \(\Lambda\), and a logarithm with coefficient \((3-\xi)\alpha/(2\pi)\), which gives the field anomalous dimension \(\gamma_h=-(3-\xi)\alpha/(4\pi)\). Assertions compare the four-dimensional loop integral with its radial reduction and with the Laplace transform of the position-space propagator. Others check the mass shift against the electrostatic energy of a Gaussian charge, and the logarithmic coefficient for Gaussian and Pauli–Villars regulators. The program also asserts the long-time exponent, the sum of fourth-order time-ordered pairings, the low-energy power law at \(\alpha=0.5\), and the dimensionally regularized integral with its poles. For \(\Lambda=100\) keV the output gives \(\delta m=205.85\) eV, or 7.565 hartree, with the Gaussian regulator. At \(E=1\) keV the mass-subtracted self-energies are −14.43, −10.76 and −3.42 eV for \(\xi=0,1,3\). The logarithm vanishes at \(\xi=3\), but a finite term linear in \(E\) remains.

## Numerical check

```python
"""Self-energy of a static charge coupled to free photons (hbar = c = 1).

Result under test, at residual energy -E with E much smaller than Lambda:
  Sigma(-E) = dm + (3 - xi) * alpha/(2 pi) * E * ln(E/Lambda) + O(E)
with dm linear in Lambda and independent of the gauge parameter xi
(xi = 1 Feynman, xi = 0 Landau).  The field anomalous dimension is
  gamma_h = (1/2) d ln Z_h / d ln mu = -(3 - xi) * alpha/(4 pi).
Lambda: cutoff of the photon propagator, by default f = exp(-k^2/Lambda^2).
Functions below use Lambda = 1 and return coefficients of alpha (e^2 = 4 pi).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import erf, gamma

pi = np.pi
euler = np.euler_gamma
raw_nodes, raw_weights = np.polynomial.legendre.leggauss(400)
nodes, weights = (raw_nodes + 1) / 2, raw_weights / 2
gauges = (0.0, 1.0, 3.0)


def stretched(top, scale):
    """Quadrature points on [0, top], logarithmically spaced above scale."""
    span = np.log1p(top / scale)
    x = scale * np.expm1(span * nodes)
    return x, weights * span * (x + scale)


def gaussian(k):
    return np.exp(-k**2)


def pauli_villars(k):
    return 1 / (1 + k**2)


def sigma_radial(E, xi, regulator=gaussian, top=8.0):
    """Self-energy after the angular integration."""
    k, wk = stretched(top, E)
    p = 1 / (np.sqrt(k**2 + E**2) + E)
    bracket = k * p - (1 - xi) * E * k * p**2 / 2
    return np.sum(wk * regulator(k) * bracket) / pi


def sigma_definition(E, xi):
    """Four-dimensional loop integral straight from the Feynman rules."""
    k = 8 * nodes[:, None]
    angle = pi * nodes[None, :]
    k0 = k * np.cos(angle)
    measure = 4 * pi * k**3 * np.sin(angle)**2 / (2 * pi)**4
    photon = gaussian(k) * (1 - (1 - xi) * k0**2 / k**2) / k**2
    values = 4 * pi * measure * photon / (E + 1j * k0)
    return 8 * pi * (weights @ values @ weights)


def photon_line(s, xi):
    """Regulated photon propagator D_00 at Euclidean time separation s."""
    u = np.asarray(s)**2 / 4
    v = np.maximum(u, 1e-3)
    g_large = -np.expm1(-v) / v
    series = 0.5 - u / 6 + u**2 / 24 - u**3 / 120
    rest = np.where(u < 1e-3, series, (1 - g_large) / v)
    g = np.where(u < 1e-3, 1 - u * series, g_large)
    return (g + (1 - xi) * (1.5 * rest - g)) / (16 * pi**2)


def exponent(T, xi):
    """Logarithm of the static propagator from the Gaussian phase average."""
    s, ws = stretched(T, 1.0)
    return -4 * pi * np.sum(ws * (T - s) * photon_line(s, xi))


def sigma_low(E, xi):
    log_part = (3 - xi) * (np.log(2 * E) + euler / 2)
    return 1 / (2 * np.sqrt(pi)) + E / (2 * pi) * (log_part - (3 + xi) / 2)


def exponent_long(T, xi):
    log_part = (3 - xi) * (np.log(T / 2) + euler / 2) / (2 * pi)
    return -T / (2 * np.sqrt(pi)) + log_part + (3 + xi) / (4 * pi)


def sigma_dimensional(d, xi, E):
    gauge = 1 + (1 - xi) * (d - 3) / 2
    front = 4 * pi * gamma(d / 2 - 1) / (4 * pi**(d / 2))
    return front * gauge * gamma(3 - d) * E**(d - 3)


# Angular reduction and the position-space route against the loop definition
for xi in gauges:
    loop = sigma_definition(0.3, xi)
    assert abs(loop.imag) < 1e-9
    assert abs(loop.real - sigma_radial(0.3, xi)) < 1e-8
    s, ws = stretched(60 / 0.3, 1.0)
    laplace = 4 * pi * np.sum(ws * np.exp(-0.3 * s) * photon_line(s, xi))
    assert abs(laplace - loop.real) < 1e-8
    tail = photon_line(1e3, xi) * 8 * pi**2 * 1e6
    assert abs(tail - (3 - xi)) < 1e-4

# Mass shift: electrostatic energy of a Gaussian charge of width 1/Lambda
def energy_density(r):
    density = np.exp(-r**2 / 2) / (2 * pi)**1.5
    return 0.5 * 4 * pi * r * density * erf(r / np.sqrt(2))


coulomb = quad(energy_density, 0, 12)[0]
assert abs(coulomb - 1 / (2 * np.sqrt(pi))) < 1e-9
for xi in gauges:
    assert abs(sigma_radial(1e-6, xi) - coulomb) < 2e-5

# Low-energy form: the remainder must fall as E^2/Lambda
for xi in gauges:
    for E in (1e-2, 1e-3):
        gap = abs(sigma_radial(E, xi) - sigma_low(E, xi))
        assert gap < 4 * E**2 / pi

# Logarithm coefficient measured for two different regulators
measured = {}
mass_shift = {}
for name, regulator, top in (("Gaussian", gaussian, 8.0),
                             ("Pauli-Villars", pauli_villars, 1e12)):
    shift = quad(regulator, 0, np.inf, epsabs=1e-12, epsrel=1e-11)[0] / pi
    mass_shift[name] = shift
    E = 1e-4
    for xi in gauges:
        one = sigma_radial(E, xi, regulator, top)
        two = sigma_radial(2 * E, xi, regulator, top)
        slope = 2 * pi * (two - 2 * one + shift) / (2 * E * np.log(2))
        measured[name, xi] = slope
        assert abs(slope - (3 - xi)) < 2e-3
assert abs(mass_shift["Pauli-Villars"] - 0.5) < 1e-8

# Long-time exponent
for xi in gauges:
    T = 200.0
    assert abs(exponent(T, xi) - exponent_long(T, xi)) < 3 / (pi * T**2)

# Exponentiation: explicit fourth-order time-ordered pairings
few, few_w = np.polynomial.legendre.leggauss(14)
few, few_w = (few + 1) / 2, few_w / 2
x1, x2, x3, x4 = np.meshgrid(few, few, few, few, indexing="ij")
T = 3.0
t4 = T * x4
t3 = t4 * x3
t2 = t3 * x2
t1 = t2 * x1
volume = np.einsum("i,j,k,l->ijkl", few_w, few_w, few_w, few_w)
volume = volume * T * t4 * t3 * t2


def line(a, b):
    return photon_line(b - a, 0.0)


pairings = (line(t1, t2) * line(t3, t4) + line(t1, t3) * line(t2, t4)
            + line(t1, t4) * line(t2, t3))
fourth_order = (4 * pi)**2 * np.sum(volume * pairings)
half_square = exponent(T, 0.0)**2 / 2
assert abs(fourth_order / half_square - 1) < 1e-7

# Power law of the full propagator at strong coupling, mass shift removed
strong = 0.5


def full_propagator(E, xi):
    times, wt = stretched(40 / E, 1.0)
    logs = np.array([t * coulomb + exponent(t, xi) for t in times])
    return np.sum(wt * np.exp(-E * times + strong * logs))


powers = {}
for xi in gauges:
    ratio = full_propagator(1e-4, xi) / full_propagator(2e-4, xi)
    powers[xi] = np.log2(ratio) - 1
    assert abs(powers[xi] - (3 - xi) * strong / (2 * pi)) < 1e-3

# Dimensional regularization: quadrature where the integral converges
d, E = 2.6, 0.7
for xi in gauges:
    def proper_time(y):
        t = np.exp(y)
        heat = (4 * pi * t)**(-d / 2) * np.exp(-1 / (4 * t))
        return t * heat * (1 - (1 - xi) * (0.5 - 1 / (4 * t)))
    unit_line = quad(proper_time, -6, 10)[0] + quad(proper_time, 10, 120)[0]
    # substitution s = x^5 removes the endpoint singularity of s^(2-d)
    decay = quad(lambda x: 5 * x**(4 + 5 * (2 - d)) * np.exp(-E * x**5),
                 0, (60 / E)**0.2)[0]
    numeric = 4 * pi * unit_line * decay
    assert abs(numeric / sigma_dimensional(d, xi, E) - 1) < 1e-6
small = 1e-6
pole3 = {xi: small * sigma_dimensional(3 - small, xi, 1.0) for xi in gauges}
pole4 = {xi: small * sigma_dimensional(4 - 2 * small, xi, 1.0)
         for xi in gauges}
for xi in gauges:
    assert abs(pole3[xi] - 1) < 1e-4
    assert abs(pole4[xi] + (3 - xi) / (4 * pi)) < 1e-4

# Worked example
alpha = constants.fine_structure
cutoff, energy, mu = 100e3, 1e3, 10e3
hartree = constants.physical_constants["Hartree energy in eV"][0]
electron = constants.m_e * constants.c**2 / constants.e
width = constants.hbar * constants.c / (cutoff * constants.e)
shift_eV = alpha * cutoff * coulomb
print(f"alpha = {alpha:.9f}")
print(f"cutoff Lambda = {cutoff/1e3:.1f} keV")
print(f"electron rest energy = {electron/1e3:.2f} keV")
print(f"E = {energy/1e3:.1f} keV, mu = {mu/1e3:.1f} keV")
print(f"charge width 1/Lambda = {width*1e12:.4f} pm")
print(f"mass shift dm = {shift_eV:.4f} eV = {shift_eV/hartree:.5f} hartree")
print(f"bare residual mass m0 = {-shift_eV:.4f} eV")
for name, value in mass_shift.items():
    print(f"dm/(alpha Lambda), {name}: {value:.6f}")
for xi in gauges:
    A = (3 - xi) * alpha / (2 * pi)
    total = alpha * cutoff * sigma_radial(energy / cutoff, xi)
    formula = alpha * cutoff * sigma_low(energy / cutoff, xi)
    T = cutoff / energy
    overlap = np.exp(alpha * (T * coulomb + exponent(T, xi)))
    print(f"--- gauge xi = {xi:.0f} ---")
    print(f"Sigma(-E) = {total:.4f} eV")
    print(f"Sigma(-E) - dm = {total-shift_eV:.4f} eV")
    print(f"low-energy formula minus dm = {formula-shift_eV:.4f} eV")
    print(f"A = {A:.7f}, gamma_h = {-A/2:.7f}")
    print(f"Z_h one loop = {1+A*np.log(cutoff/mu):.7f}")
    print(f"Z_h all orders = {(cutoff/mu)**A:.7f}")
    print(f"subtracted S(T) at T = 1/E: {overlap:.7f}")
    print(f"measured 3-xi: Gaussian {measured['Gaussian', xi]:.4f}, "
          f"Pauli-Villars {measured['Pauli-Villars', xi]:.4f}")
    print(f"measured A at alpha = {strong}: {powers[xi]:.5f}, "
          f"predicted {(3-xi)*strong/(2*pi):.5f}")
    print(f"poles / alpha: d=3 {pole3[xi]:.5f}, d=4 {pole4[xi]:.5f}")
print(f"fourth order / (w^2/2) = {fourth_order/half_square:.9f}")
print("verified")
```

Printed output:

```
alpha = 0.007297353
cutoff Lambda = 100.0 keV
electron rest energy = 511.00 keV
E = 1.0 keV, mu = 10.0 keV
charge width 1/Lambda = 1.9733 pm
mass shift dm = 205.8545 eV = 7.56501 hartree
bare residual mass m0 = -205.8545 eV
dm/(alpha Lambda), Gaussian: 0.282095
dm/(alpha Lambda), Pauli-Villars: 0.500000
--- gauge xi = 0 ---
Sigma(-E) = 191.4271 eV
Sigma(-E) - dm = -14.4274 eV
low-energy formula minus dm = -14.3669 eV
A = 0.0034842, gamma_h = -0.0017421
Z_h one loop = 1.0080227
Z_h all orders = 1.0080550
subtracted S(T) at T = 1/E: 1.0165132
measured 3-xi: Gaussian 2.9992, Pauli-Villars 2.9993
measured A at alpha = 0.5: 0.23872, predicted 0.23873
poles / alpha: d=3 1.00000, d=4 -0.23873
--- gauge xi = 1 ---
Sigma(-E) = 195.0946 eV
Sigma(-E) - dm = -10.7599 eV
low-energy formula minus dm = -10.7394 eV
A = 0.0023228, gamma_h = -0.0011614
Z_h one loop = 1.0053485
Z_h all orders = 1.0053628
subtracted S(T) at T = 1/E: 1.0121534
measured 3-xi: Gaussian 1.9997, Pauli-Villars 1.9998
measured A at alpha = 0.5: 0.15915, predicted 0.15915
poles / alpha: d=3 1.00000, d=4 -0.15916
--- gauge xi = 3 ---
Sigma(-E) = 202.4297 eV
Sigma(-E) - dm = -3.4248 eV
low-energy formula minus dm = -3.4842 eV
A = 0.0000000, gamma_h = -0.0000000
Z_h one loop = 1.0000000
Z_h all orders = 1.0000000
subtracted S(T) at T = 1/E: 1.0034898
measured 3-xi: Gaussian 0.0008, Pauli-Villars 0.0007
measured A at alpha = 0.5: 0.00006, predicted 0.00000
poles / alpha: d=3 1.00000, d=4 -0.00000
fourth order / (w^2/2) = 1.000000000
verified
```
